**Levinson's theorem for even and odd channels on a line**

For \(-\psi''+U\psi=k^2\psi\) in Rydberg units, with \(U\) even and zero for \(|x|>a\), the phase shifts defined by \(\cos(k|x|+\delta_+)\) and \(\operatorname{sgn}(x)\sin(k|x|+\delta_-)\), continuous in \(k\) with \(\delta(\infty)=0\), tend to \(\pi(n_+-\tfrac12)\) and \(\pi n_-\) at threshold, or to \(\pi n_+\) and \(\pi(n_-+\tfrac12)\) when \(L=0\). Here \(n_\pm\) counts bound states of each parity and \(L=\psi'/\psi\) at \(x=a\) for the zero-energy solution. The program obtains the shifts by Runge–Kutta integration with unwrapping in \(k\) and the counts by finite-difference diagonalization, and asserts the theorem for ten potentials with \(a=2\) bohr: six square wells, a barrier, free motion, a parabolic well and a sign-changing well. It also asserts the variable-phase equation, the sign and bound of \(\delta\), the node count, the Wronskian identity, the square-well closed forms, the even scattering length, the transmission and reflection formulas, the second-order expansion of the weak-well \(\kappa\), a deviation of the weak-well phase from \(\arctan(V_0a/k)\) smaller than \(V_0a^2\), a variational bound, and box quantization with levels extrapolated in the grid step. The output shows half-integer \(\delta_+/\pi\) and integer \(\delta_-/\pi\) when \(L\ne0\), a shift of one half in the channel with a half-bound state, and transmission near zero or near one accordingly. The 0.02 Ry well binds by 19.70 meV, and the lowest positive even box level lies at \(kR/\pi=1.0052\) for the 1 Ry well against 0.5000 for free motion.

## Numerical check

```python
# Levinson's theorem in one dimension. Rydberg units: -psi'' + U psi = E psi, E = k^2,
# U even and zero for |x| > a. Outside: even ~ cos(k|x|+d_even), odd ~ sgn(x) sin(k|x|+d_odd),
# d continuous in k, d(infinity) = 0. n = bound states of given parity, L = psi'/psi at
# x = a for E = 0. Claim: d_even(0) = pi(n-1/2), d_odd(0) = pi n if L != 0;
# d_even(0) = pi n, d_odd(0) = pi(n+1/2) if L = 0. U <= 0 gives d >= 0, hence binding.
# Phases: Schroedinger integration + unwrapping in k. Counts: finite-difference matrix.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
pi, a, R, hx = np.pi, 2.0, 300.0, 0.01
ks = np.unique(np.concatenate([np.geomspace(1e-6, 30, 1500),
                               [1e-4, 1e-3, 0.05, 0.1, 0.3, 1.0, 3.0]]))
at = lambda k: int(np.argmin(abs(ks - k)))

def shoot(U, E, even, n=800):
    """RK4 on [0,a]; returns psi(a), psi'(a), number of interior nodes."""
    E = np.atleast_1d(np.asarray(E, float)); h = a / n
    u = U(np.linspace(0, a, 2 * n + 1))
    p, d = (1 + 0 * E, 0 * E) if even else (0 * E, 1 + 0 * E)
    nodes = np.zeros(E.shape, int)
    for i in range(n):
        w0, w1, w2 = u[2*i] - E, u[2*i+1] - E, u[2*i+2] - E
        p1, d1 = d, w0 * p
        p2, d2 = d + h/2*d1, w1 * (p + h/2*p1)
        p3, d3 = d + h/2*d2, w1 * (p + h/2*p2)
        p4, d4 = d + h*d3, w2 * (p + h*p3)
        pn = p + h/6*(p1 + 2*p2 + 2*p3 + p4)
        d = d + h/6*(d1 + 2*d2 + 2*d3 + d4)
        nodes += pn * p < 0
        p = pn
    return p, d, nodes

def phase_scan(U, even):
    p, d, _ = shoot(U, ks**2, even)
    th = np.arctan2(-d, ks * p) if even else np.arctan2(ks * p, d)
    return 0.5 * np.unwrap(np.angle(np.exp(2j * (th - ks * a)))[::-1])[::-1]

def phase_equation(U, k, even):
    f = np.cos if even else np.sin
    s = solve_ivp(lambda x, y: -U(x) / k * f(k*x + y)**2, (0, a), [0.0],
                  method="DOP853", rtol=1e-12, atol=1e-12)
    return s.y[0, -1]

def grid(h): return (np.arange(int(round(R / h))) + 0.5) * h
def fd_matrix(U, even, h=hx):
    x = grid(h)
    diag = 2 / h**2 + np.where(x < a, U(np.minimum(x, a)), 0.0)
    diag[0] += (-1 if even else 1) / h**2
    diag[-1] += 1 / h**2                       # hard wall at R
    return diag, -np.ones(len(x) - 1) / h**2
def fd_levels(U, even, h=hx):
    return eigvalsh_tridiagonal(*fd_matrix(U, even, h), select="i", select_range=(0, 5))

def square(V0): return lambda x: -V0 + 0 * x
def square_phase(V0, k, even):
    K = np.sqrt(k*k + V0)
    return -k*a + np.arctan((K/k if even else k/K) * np.tan(K*a)) + pi*np.floor(K*a/pi + 0.5)
def square_kappas(V0, even):
    def f(c):
        q = np.sqrt(V0 - c*c)
        return q*np.sin(q*a) - c*np.cos(q*a) if even else np.cos(q*a) + c*np.sin(q*a)/q
    g = np.linspace(1e-9, np.sqrt(V0) * (1 - 1e-9), 2001); v = f(g)
    return sorted((brentq(f, g[i], g[i+1], xtol=1e-14)
                   for i in range(2000) if v[i]*v[i+1] < 0), reverse=True)
def box_mismatch(V0, E, j, even):
    """kR + d(k) minus (j+1/2)pi (even) or (j+1)pi (odd) for box level j of energy E."""
    k = np.sqrt(E)
    return k*R + square_phase(V0, k, even) - (j + (0.5 if even else 1))*pi

def amplitudes(U, k):
    s = solve_ivp(lambda x, y: [y[1], (U(abs(x)) - k*k) * y[0]], (a, -a),
                  [np.exp(1j*k*a), 1j*k*np.exp(1j*k*a)], method="DOP853",
                  rtol=1e-12, atol=1e-14)
    p, d = s.y[:, -1]
    A, B = (p + d/(1j*k))/2*np.exp(1j*k*a), (p - d/(1j*k))/2*np.exp(-1j*k*a)
    return 1 / A, B / A

show_L = lambda L: "inf" if abs(L) > 1e6 else f"{L:.4f}"   # psi(a) = 0 at E = 0
V_odd, V_even = (pi/(2*a))**2, (pi/a)**2
parabola = lambda x: -6.0 * (1 - (x/a)**2)
mixed = lambda x: -0.5 * (1 - (x/a)**2) * (1 - 4*(x/a)**2)
cases = [("sq 0.02", square(0.02), 0.02), ("sq 1", square(1.0), 1.0),
         ("sq 4", square(4.0), 4.0), ("sq 7", square(7.0), 7.0),
         ("sq K0a=pi/2", square(V_odd), V_odd), ("sq K0a=pi", square(V_even), V_even),
         ("barrier 1", square(-1.0), None), ("free", square(0.0), None),
         ("parabola 6", parabola, None), ("mixed 0.5", mixed, None)]
half_bound = {("sq K0a=pi/2", False), ("sq K0a=pi", True), ("free", True)}
print(f"a = {a} bohr, box R = {R} bohr, grid h = {hx} bohr, k from {ks[0]:.0e} to {ks[-1]:.0f} 1/bohr")
print(f"depth for K0a=pi/2: {V_odd:.5f} Ry; for K0a=pi: {V_even:.5f} Ry")
print("parabola U=-6(1-t^2), mixed U=-0.5(1-t^2)(1-4t^2) Ry, t=x/a")
print("case (depth Ry): n+ d+(kmin)/pi L+ | n- d-(kmin)/pi L- (1/bohr) | T(k=1e-3)")
delta, levels, worst_box = {}, {}, 0.0
for name, U, V0 in cases:
    area = quad(lambda x: abs(U(x)), 0, a, points=[a/2])[0]
    assert area / ks[-1] < pi/2                # branch at the top of the scan is unique
    row = []
    for even in (True, False):
        dl, ev = phase_scan(U, even), fd_levels(U, even)
        delta[name, even], levels[name, even] = dl, ev
        n = int(np.sum(ev < 0))
        p, d, N = shoot(U, 0.0, even); L = d[0] / p[0]
        special = abs(L) < 1e-7
        assert special == ((name, even) in half_bound)
        assert n == N[0] + (L < -1e-7)         # zero-energy nodes count bound states
        target = pi * (n - (0.5 if even else 0) + (0.5 if special else 0))
        assert abs(dl[0] - target) < 1e-3      # Levinson; deviation is k times a length
        assert np.all(abs(dl) <= area / ks + 1e-4)
        if np.all(U(np.linspace(0, a, 50)) <= 0):
            assert dl.min() > -1e-4
        for k in (0.05, 0.3, 3.0):
            assert abs(phase_equation(U, k, even) - dl[at(k)]) < 1e-6
        if even and not special:
            slope = (target - dl[at(1e-4)]) / 1e-4
            assert abs(slope - (a - 1/L)) < 1e-4 * (1 + abs(slope))
        if V0:
            K0a = np.sqrt(V0) * a
            assert np.max(abs(dl - square_phase(V0, ks, even))) < 1e-4
            assert n == np.ceil(K0a/pi - (0 if even else 0.5) - 1e-9)
            # h^2 grid error removed: a half-bound state magnifies it by K/k
            ev_limit = (4 * fd_levels(U, even, hx/2) - ev) / 3
            for j in range(n, 6):              # box quantization with absolute index j
                miss = abs(box_mismatch(V0, ev_limit[j], j, even))
                assert miss < 1e-3
                worst_box = max(worst_box, miss)
        row += [n, dl[0]/pi, L]
    for k in (1.0, 0.05, 1e-3):
        t, r = amplitudes(U, k)
        Se, So = (np.exp(2j * delta[name, e][at(k)]) for e in (True, False))
        assert abs(t - (Se + So)/2) < 1e-6 and abs(r - (Se - So)/2) < 1e-6
    T = abs(t)**2
    has_half = any((name, e) in half_bound for e in (True, False))
    assert T > 0.999 if has_half else (T < 1e-3 and abs(r + 1) < 0.06)
    print(f"{name}: {row[0]} {row[1]:.4f} {show_L(row[2])} | {row[3]} {row[4]:.4f} {show_L(row[5])} | {T:.3e}")
print(f"largest box-quantization mismatch, extrapolated levels: {worst_box:.1e} rad")

# unextrapolated level at the even half-bound state: grid shift K^3 h^2 a/24 times K/k
E_raw = levels["sq K0a=pi", True][1]
raw = box_mismatch(V_even, E_raw, 1, True)
predicted = -V_even**2 * hx**2 * a / (24 * np.sqrt(E_raw))
assert abs(raw / predicted - 1) < 0.05
print(f"K0a=pi raw-grid mismatch {raw:.5f} rad, grid-error estimate {predicted:.5f} rad")

# Wronskian identity dL/dE = -int psi^2 / psi(a)^2
for E in (-5.5, -2.0, -0.5):
    p, d, _ = shoot(parabola, [E - 1e-4, E + 1e-4], True)
    lhs = (d[1]/p[1] - d[0]/p[0]) / 2e-4
    y = solve_ivp(lambda x, y: [y[1], (parabola(x) - E)*y[0], y[0]**2], (0, a),
                  [1, 0, 0], method="DOP853", rtol=1e-12, atol=1e-14).y[:, -1]
    assert abs(lhs / (-y[2]/y[0]**2) - 1) < 1e-5

# square wells: bound energies and even scattering length
for name, U, V0 in cases[:4]:
    K0 = np.sqrt(V0); a_e = a + 1/(K0*np.tan(K0*a))
    n = int(np.sum(levels[name, True] < 0))
    assert abs((pi*(n - 0.5) - delta[name, True][at(1e-4)])/1e-4 / a_e - 1) < 1e-4
    print(f"V0 = {V0} Ry: K0a = {K0*a:.4f}, a_e = {a_e:.4f} bohr")
    for even in (True, False):
        E = -np.array(square_kappas(V0, even))**2; ev = levels[name, even]
        assert len(E) == np.sum(ev < 0)
        assert np.all(abs(E - ev[:len(E)]) < 1e-4 * V0**2 + 1e-7)   # h^2 K^4 grid error
        print("  E even (Ry):" if even else "  E odd (Ry):", [round(float(e), 5) for e in E])

# odd channel (3D s wave) has a threshold depth
counts = [int(np.sum(fd_levels(square(f*V_odd), False) < 0)) for f in (0.9, 1.1)]
assert counts == [0, 1]
print("odd bound states at 0.9 and 1.1 times the K0a=pi/2 depth:", counts)

# weak wells
for V0 in (0.02, 0.002, 0.0002):
    s = V0 * a*a; kap = square_kappas(V0, True)[0]
    dl = phase_scan(square(V0), True)
    dev = np.max(abs(dl - np.arctan(V0*a/ks)))
    assert abs(kap*a - s + 2*s*s/3) < s**3 and dev < s
    assert abs(dl[0] - pi/2) < 2 * ks[0] / kap
    print(f"V0 = {V0} Ry: s = {s:.4f}, kappa = {kap:.6e}, V0*a = {V0*a:.1e} 1/bohr")
    print(f"  d+/pi: {dl[0]/pi:.4f} at k=1e-6, {dl[at(0.1)]/pi:.4f} at k=0.1; max dev from arctan {dev:.1e} rad")
kap = square_kappas(0.02, True)[0]
print(f"weak well kappa to 2nd order = {(0.02*a*a - 2*(0.02*a*a)**2/3)/a:.6f} 1/bohr")
print(f"weak well binding = {kap**2:.6e} Ry = {kap**2*RY_EV*1e3:.2f} meV")
print(f"weak well finite-difference E = {levels['sq 0.02', True][0]:.6e} Ry")
print(f"weak well decay length = {1/kap:.2f} bohr, T(k=kappa) = {abs(amplitudes(square(0.02), kap)[0])**2:.4f}")

# variational bound for the sign-changing potential
beta = 0.05
formula = beta**2 + 2*beta*quad(lambda x: mixed(x)*np.exp(-2*beta*x), 0, a)[0]
diag, off = fd_matrix(mixed, True); v = np.exp(-beta * grid(hx))
rayleigh = (diag @ v**2 + 2 * off @ (v[1:]*v[:-1])) / (v @ v)
E0 = levels["mixed 0.5", True][0]
assert abs(rayleigh - formula) < 1e-5 and E0 < formula < 0
print(f"mixed: integral of U = {2*quad(mixed, 0, a)[0]:.4f} Ry bohr, beta = {beta} 1/bohr")
print(f"mixed: trial energy = {formula:.5f} Ry, ground state = {E0:.5f} Ry")

# lowest positive even level in the box
free = np.sqrt(levels["free", True][0]) * R / pi
well = np.sqrt(levels["sq 1", True][1]) * R / pi
assert abs(free - 0.5) < 1e-4 and abs(well - 1) < 0.01
print(f"lowest positive even level kR/pi: free {free:.4f}, V0 = 1 Ry {well:.4f}")
print("all good")
```

Running it gives:

```
a = 2.0 bohr, box R = 300.0 bohr, grid h = 0.01 bohr, k from 1e-06 to 30 1/bohr
depth for K0a=pi/2: 0.61685 Ry; for K0a=pi: 2.46740 Ry
parabola U=-6(1-t^2), mixed U=-0.5(1-t^2)(1-4t^2) Ry, t=x/a
case (depth Ry): n+ d+(kmin)/pi L+ | n- d-(kmin)/pi L- (1/bohr) | T(k=1e-3)
sq 0.02: 1 0.5000 -0.0411 | 0 0.0000 0.4866 | 6.957e-04
sq 1: 1 0.5000 2.1850 | 1 1.0000 -0.4577 | 6.984e-06
sq 4: 2 1.5000 -2.3156 | 1 1.0000 1.7274 | 1.022e-06
sq 7: 2 1.5000 4.0461 | 2 2.0000 -1.7301 | 6.809e-07
sq K0a=pi/2: 1 0.5000 inf | 0 0.5000 0.0000 | 1.000e+00
sq K0a=pi: 1 1.0000 0.0000 | 1 1.0000 inf | 1.000e+00
barrier 1: 0 -0.5000 0.9640 | 0 -0.0000 1.0373 | 5.371e-09
free: 0 0.0000 0.0000 | 0 0.0000 0.5000 | 1.000e+00
parabola 6: 2 1.5000 -1.0518 | 1 1.0000 1.4089 | 2.757e-06
mixed 0.5: 1 0.5000 -0.3269 | 0 -0.0000 0.5921 | 2.254e-05
largest box-quantization mismatch, extrapolated levels: 7.3e-06 rad
K0a=pi raw-grid mismatch -0.00972 rad, grid-error estimate -0.00972 rad
V0 = 0.02 Ry: K0a = 0.2828, a_e = 26.3298 bohr
  E even (Ry): [-0.00145]
  E odd (Ry): []
V0 = 1.0 Ry: K0a = 2.0000, a_e = 1.5423 bohr
  E even (Ry): [-0.73484]
  E odd (Ry): [-0.10178]
V0 = 4.0 Ry: K0a = 4.0000, a_e = 2.4318 bohr
  E even (Ry): [-3.6079, -0.76845]
  E odd (Ry): [-2.46912]
V0 = 7.0 Ry: K0a = 5.2915, a_e = 1.7528 bohr
  E even (Ry): [-6.56513, -3.22228]
  E odd (Ry): [-5.28002, -0.67777]
odd bound states at 0.9 and 1.1 times the K0a=pi/2 depth: [0, 1]
V0 = 0.02 Ry: s = 0.0800, kappa = 3.805026e-02, V0*a = 4.0e-02 1/bohr
  d+/pi: 0.5000 at k=1e-6, 0.1142 at k=0.1; max dev from arctan 2.7e-02 rad
V0 = 0.002 Ry: s = 0.0080, kappa = 3.978869e-03, V0*a = 4.0e-03 1/bohr
  d+/pi: 0.4999 at k=1e-6, 0.0125 at k=0.1; max dev from arctan 2.7e-03 rad
V0 = 0.0002 Ry: s = 0.0008, kappa = 3.997869e-04, V0*a = 4.0e-04 1/bohr
  d+/pi: 0.4992 at k=1e-6, 0.0013 at k=0.1; max dev from arctan 2.7e-04 rad
weak well kappa to 2nd order = 0.037867 1/bohr
weak well binding = 1.447823e-03 Ry = 19.70 meV
weak well finite-difference E = -1.447823e-03 Ry
weak well decay length = 26.28 bohr, T(k=kappa) = 0.5039
mixed: integral of U = -0.2667 Ry bohr, beta = 0.05 1/bohr
mixed: trial energy = -0.01232 Ry, ground state = -0.03570 Ry
lowest positive even level kR/pi: free 0.5000, V0 = 1 Ry 1.0052
all good
```
